# Testing a Three-Dimensional Level-Set Code with a Coated Cube

A level-set code for atomic layer deposition is to be tested on a cube of side \(a=10\) nm, free on all six faces, which receives a conformal film of thickness \(t=5\) nm. The cube has sharp edges, the film is isotropic, and growth is saturated everywhere. "Conformal" means that the film fills every point outside the cube whose distance from the cube is at most \(t\). This definition also covers edges and corners, where the cube has no unique normal.

The code stores a function \(\phi\), negative in the solid and positive in the gas. Its clock is the grown thickness \(\tau\), so the front moves at unit speed. The origin is the centre of the cube, and the axes are normal to its faces.

## (a) The exact volume

**Question.** Derive the film volume, evaluate it, and find how it responds to a small error in thickness.

**Answer.** Let \(e_i=\max(|x_i|-a/2,\,0)\) be the overshoot of a point beyond the cube along axis \(i\). The nearest point of the cube is found by cutting each coordinate back to the range \([-a/2,a/2]\), so the squared distance is \(e_1^2+e_2^2+e_3^2\). The film is sorted by the number of non-zero overshoots.

- One: the point lies over a face. There are six slabs of volume \(a^2t\).
- Two: the point lies beside an edge. There are twelve quarter cylinders of volume \(\tfrac14\pi t^2a\).
- Three: the point lies off a corner. There are eight sphere octants of volume \(\tfrac18\cdot\tfrac43\pi t^3\).

These pieces do not overlap and leave no gap, hence

\[
V=6a^2t+3\pi at^2+\tfrac43\pi t^3 .
\]

With the given lengths,

\[
V=3000.0+2356.2+523.6=5879.8\ \text{nm}^3 .
\]

This is the film alone. A code that reports all solid material must give \(5879.8+1000=6879.8\) nm³.

For \(t\ll a\) the first term dominates and the film is area times thickness. For \(t\gg a\) the last term dominates and the coated body approaches a sphere. Here edges and corners hold almost half of the film, which makes the case a sensitive test of how a code treats them.

Differentiation gives

\[
\frac{dV}{dt}=6a^2+6\pi at+4\pi t^2=A(t),
\]

which is the outer area: six flat squares, twelve strips of width \(\pi t/2\) and length \(a\), and eight octants forming one sphere. At \(t=5\) nm, \(A=1856.6\) nm². A uniform thickness error of 0.01 nm therefore changes the volume by about 19 nm³, or 0.3 % of the film.

## (b) What the level-set equation selects

**Question.** Derive the equation for \(\phi\). Show that its viscosity solution gives the film defined above for any continuous starting function \(\phi_0\) of the correct sign.

**Answer.** A point \(\mathbf x(\tau)\) riding on the front keeps \(\phi(\mathbf x(\tau),\tau)=0\). It moves along the outward normal, \(d\mathbf x/d\tau=\nabla\phi/|\nabla\phi|\). The chain rule gives

\[
\partial_\tau\phi+\nabla\phi\cdot\frac{\nabla\phi}{|\nabla\phi|}=0
\quad\Longrightarrow\quad
\partial_\tau\phi+|\nabla\phi|=0 .
\]

At a kink the gradient does not exist, and a further rule is needed. The viscosity solution is given by the Hopf–Lax formula

\[
\phi(\mathbf x,\tau)=\min_{|\mathbf y-\mathbf x|\le\tau}\phi_0(\mathbf y).
\]

That it satisfies the equation wherever \(\phi\) is differentiable is seen as follows. A ball of radius \(\tau+\delta\) is the union of all balls of radius \(\tau\) whose centres lie within \(\delta\) of its own centre. Therefore

\[
\phi(\mathbf x,\tau+\delta)=\min_{|\mathbf y-\mathbf x|\le\delta}\phi(\mathbf y,\tau)
=\phi(\mathbf x,\tau)-\delta|\nabla\phi|+o(\delta),
\]

because the lowest value nearby is reached by stepping a distance \(\delta\) against the gradient. Dividing by \(\delta\) and letting \(\delta\to0\) returns the equation.

The formula also gives the shape. The value \(\phi(\mathbf x,\tau)\) is at most zero if and only if the ball of radius \(\tau\) about \(\mathbf x\) contains a point with \(\phi_0\le0\), that is, a point of the cube. The solid at \(\tau=t\) is thus the set within distance \(t\) of the cube. Nothing but the sign of \(\phi_0\) entered.

## (c) Choosing the start

**Question.** Compare two starting functions: the signed distance to the cube, and the box function \(\phi_0=\max(|x|,|y|,|z|)-a/2\). Which makes the stronger test? Consider a faulty code that merely subtracts \(\tau\) from \(\phi_0\).

**Answer.** Let \(d(\mathbf x)\) be the distance to the cube. A move of length \(\tau\) can lower \(d\) by at most \(\tau\), and a straight move towards the nearest point of the cube achieves this. So, for \(d\ge\tau\), the exact solution from the distance start is \(d-\tau\). The faulty code reproduces it and gives the right volume without computing a gradient.

From the box start the faulty code places the front at \(\max(|x|,|y|,|z|)=a/2+t\). This is a sharp cube of side \(a+2t=20\) nm, whose film volume is

\[
(a+2t)^3-a^3=8000-1000=7000\ \text{nm}^3,
\]

19 % above the exact value. The box start is the stronger test because the code must build the round edges itself.

The exact behaviour at an edge shows what is required. Put \(u=x-a/2\) and \(v=y-a/2\), and take a point on the bisector \(u=v\), away from the corners. There \(\phi_0=\max(u,v)\). The best move of length \(\tau\) lowers both coordinates equally, by \(\tau/\sqrt2\), so

\[
\phi=u-\frac{\tau}{\sqrt2}\qquad(u=v).
\]

The front sits at \(u=v=\tau/\sqrt2\), a distance \(\tau\) from the edge. Subtraction alone would put it at \(u=v=\tau\), a distance \(\sqrt2\,\tau\) away.

## (d) The error made at a sharp edge

**Question.** On a mesh of width \(h\), with one-sided differences \(D_i^-\) (backward) and \(D_i^+\) (forward), the code uses the Godunov form

\[
|\nabla\phi|_h^2=\sum_i\max\!\left[\max(D_i^-,0)^2,\ \min(D_i^+,0)^2\right].
\]

Start from the box function. What does this give at a node on an edge bisector in the first evaluation? For first-order differences and Euler steps, how does the later error on the bisector scale with \(h\)? What changes with a second-order scheme?

**Answer.** At a node with \(u=v\), a step back in \(x\) leaves \(\max(u,v)\) unchanged, so \(D_x^-=0\). A step forward raises it by \(h\), so \(D_x^+=1\), which the Godunov form discards because it is positive. The same holds for \(y\), and \(\phi_0\) does not vary with \(z\) there. The computed gradient is zero, whereas the exact rate of descent is \(1/\sqrt2\). The front therefore starts late at the edge, and the film comes out too small.

The later error follows from the curvature of \(\phi\). The starting level \(\phi_0=c\) has a sharp corner at \(u=v=c\). After growth \(\tau\) it is an arc of radius \(\tau\) about that point. With \(X=u-\phi\), \(Y=v-\phi\) and \(S=X+Y\), this reads \(X^2+Y^2=\tau^2\). Differentiation with respect to \(x\) gives

\[
X(1-\phi_x)-Y\phi_x=0\quad\Longrightarrow\quad \phi_x=\frac XS .
\]

A second differentiation uses \(X_x=1-\phi_x=Y/S\) and \(S_x=1-2\phi_x=(Y-X)/S\):

\[
\phi_{xx}=\frac{X_xS-XS_x}{S^2}
=\frac{Y(X+Y)-X(Y-X)}{S^3}=\frac{\tau^2}{S^3}.
\]

By symmetry \(\phi_{yy}\) is the same. On the bisector \(S=\sqrt2\,\tau\), so both equal \(1/(2\sqrt2\,\tau)\), while \(|\nabla\phi|=1/\sqrt2\).

A backward difference is \(D_x^-=\phi_x-\tfrac h2\phi_{xx}+\dots\). The computed gradient is then too short by

\[
\frac h2\,(n_x\phi_{xx}+n_y\phi_{yy})
=\frac h2\cdot\sqrt2\cdot\frac{1}{2\sqrt2\,\tau}=\frac{h}{4\tau},
\]

where \(n_x=n_y=1/\sqrt2\). Dividing by \(|\nabla\phi|\) converts this into a lack of front speed, \(h/(2\sqrt2\,\tau)\). The Euler step adds nothing at this order, because \(\phi\) is linear in \(\tau\) on the bisector. Integration from a thickness \(\tau_0\) of order \(h\), below which the expansion is invalid, gives the lag

\[
\ell\approx\frac{h}{2\sqrt2}\,\ln\frac{t}{\tau_0}+O(h).
\]

The error thus falls as \(h\ln(1/h)\), more slowly than \(h\).

A second-order scheme removes the term in \(h\phi_{xx}\). Away from the bisector, the next term gives a speed error of order \(h^2/\tau^2\), since each further derivative brings a factor \(1/\tau\). Its integral is

\[
\int_{\tau_0}^{t}\frac{h^2}{\tau^2}\,d\tau=h^2\left(\frac1{\tau_0}-\frac1t\right)\sim h
\qquad(\tau_0\sim h).
\]

The logarithm disappears, but the order in \(h\) remains one. On the bisector itself even this term vanishes: near it \(\phi\) is \((u+v)/2\) plus an even function of \(u-v\), so the third derivatives are zero at \(u=v\). What remains there is the lag left by the unresolved first few cells of growth. It is proportional to \(h\), because close to the edge, at fixed \(\Delta\tau/h\), the mesh width is the only length in the problem. These are scaling estimates, to be compared with the computed volumes.

## (e) Judging the computed volumes

**Question.** One octant is computed with mirror planes, from the box start, with \(\Delta\tau=h/3\). The first-order scheme is that of part (d). The second uses second-order ENO differences and Heun steps. The film volumes, in nm³, are:

| \(h\) (nm) | First order | Second order |
|---|---|---|
| 0.5000 | 5220.3 | 5666.9 |
| 0.2500 | 5486.9 | 5773.9 |
| 0.1667 | 5591.8 | 5809.3 |

Volume is measured by giving each cell the solid fraction \(\tfrac12-\phi/(h\sum_i|\partial_i\phi|)\), cut to the range from 0 to 1. Applied to the exact coated shape, this rule gives 5881.1, 5880.1 and 5879.9 nm³ on the three meshes. Does the code pass?

**Answer.** The measuring rule comes first. For a flat front normal to an axis the fraction is \(\tfrac12-\phi/h\) if \(|\nabla\phi|=1\), which is the true filled part of the cell. On the exact shape the rule errs by 1.3 nm³ at most. The much larger deviations in the table therefore come from the motion of the front.

Relative to the exact volume, the first-order errors are \(-11.2\), \(-6.7\) and \(-4.9\) %. The second-order errors are \(-3.6\), \(-1.8\) and \(-1.2\) %. All are negative, as the late start at the edges implies. The observed order between the coarsest and finest meshes is

\[
p=\frac{\ln(659.5/287.9)}{\ln 3}=0.75,\qquad
p=\frac{\ln(212.9/70.5)}{\ln 3}=1.01
\]

for the two schemes. The first value lies below one, as a factor \(\ln(1/h)\) requires. The second agrees with the estimate of part (d). An order near one is thus no sign of a fault in the second-order scheme; it is the price of the sharp edge.

If the error is proportional to \(h\), it can be eliminated between the two finest meshes, whose widths have the ratio 1.5:

\[
V_0=V_{0.1667}+\frac{V_{0.1667}-V_{0.25}}{1.5-1}
=5809.3+2(35.4)\approx5880\ \text{nm}^3 .
\]

This agrees with the exact value. The closeness should not be read as the accuracy of a single run, which is 1.2 % on the finest mesh.

The same extrapolation of the first-order data gives 5801.7 nm³, still 1.3 % low. The logarithm explains the sign. If the missing volume is \(Kh[\ln(t/h)+c]\), with \(K>0\), the extrapolation leaves a missing volume

\[
3(0.1667)K\left[\ln\frac{t}{0.1667}+c\right]-2(0.25)K\left[\ln\frac{t}{0.25}+c\right]
=0.5\,K\ln1.5>0,
\]

with lengths in nm.

The local thickness shows where the film is missing. On the finest mesh the second-order scheme gives 5.000 nm along the face normal, 4.948 nm along the edge bisector and 4.903 nm along the corner diagonal. The face centres are right, and the lags at edge and corner are 0.31 and 0.58 of a cell. The missing 70.5 nm³, spread over the curved area \(1856.6-600=1256.6\) nm², corresponds to a mean lag of 0.056 nm, which lies between the two local values.

The second-order code passes: its error shrinks at the expected order, its volume extrapolates to the exact one, and the remaining lag is below one cell. The first-order code also converges towards the right shape, but at \(h=0.1667\) nm, with 30 cells across the film, it is still almost 5 % low.

## (f) A fault that the faces do not show

**Question.** A programming error replaces \(|\nabla\phi|\) by \(|\phi_x|+|\phi_y|+|\phi_z|\). What volume does the code approach? With first-order differences it gives 6458.9 nm³ at \(h=0.5\) nm and 6719.7 nm³ at \(h=0.25\) nm. What do these numbers teach about the test?

**Answer.** For a small step \(\delta\), the faulty rule lowers \(\phi\) by \(\delta(|\phi_x|+|\phi_y|+|\phi_z|)\). This is the greatest descent available when each coordinate may change by up to \(\delta\) independently. The argument of part (b) then applies with the ball replaced by a cube of half-side \(\tau\):

\[
\phi(\mathbf x,\tau)=\min_{|y_i-x_i|\le\tau}\phi_0(\mathbf y).
\]

The solid consists of all points with \(\max(|x|,|y|,|z|)\le a/2+\tau\). Its edges remain sharp, and the film volume tends to 7000 nm³. Extrapolation in \(h\) gives \(2(6719.7)-6458.9\approx6981\) nm³, within 0.3 % of that limit.

On a flat face a single component of the gradient is non-zero, so both rules agree. The faulty code indeed gives a face thickness of 5.000 nm at \(h=0.25\) nm. A thickness check on the faces cannot find the fault.

One coarse volume is also weak evidence. At \(h=0.5\) nm the faulty code is 9.8 % too high, while the correct first-order code is 11.2 % too low. Refinement separates them: the correct result moves towards 5880 nm³, and the faulty one moves away.

## (g) From the test to a real coating

**Question.** Take amorphous alumina grown at roughly 0.1 nm per cycle. How far may a real film volume differ from the ideal one?

**Answer.** The rough growth rate gives 50 cycles. One cycle too many adds 187 nm³, or 3.2 %.

Real particles do not have perfectly sharp edges. Suppose that edges and corners are rounded to a radius \(r=1\) nm, with the outer side kept at 10 nm. The particle is then a cube of side \(b=a-2r=8\) nm surrounded by a layer of thickness \(r\), and the film reaches from \(r\) to \(r+t\):

\[
V_r=6b^2t+3\pi b\left[(r+t)^2-r^2\right]+\tfrac43\pi\left[(r+t)^3-r^3\right]
=5459.5\ \text{nm}^3 .
\]

This is 7.1 % below the sharp-edged value, and larger than the error of the second-order code on any of the three meshes.

The growth law may differ as well. Suppose that each cycle adds a fixed volume per unit of existing area, and that this volume is spread with equal thickness over the whole surface. The outer area of a convex body grows with the film, so the thickness gained is slightly less than on a flat surface. A gain \(\delta\) in thickness adds the volume \(A\delta+\tfrac12A'\delta^2\), with \(A'=dA/d\tau\). Setting this equal to \(gA\), with \(g=0.1\) nm, gives \(\delta\approx g-g^2A'/(2A)\). Over all cycles the thickness therefore falls short by

\[
\int_0^t\frac g2\,\frac{A'}{A}\,d\tau=\frac g2\ln\frac{A(t)}{A(0)}\approx0.056\ \text{nm}.
\]

Multiplied by \(A(t)\), this is a deficit of about 105 nm³, or 1.8 % of the film. The output line "Fixed volume per area and cycle" gives 5817 nm³, only 1.1 % less than the ideal film, because it sums \(A(kg)\,g\) over the areas of the ideal film. It leaves out the area lost as the film falls behind, which is an effect of the same order in \(g\).

Both figures rest on the equal spreading. If the law holds at each point separately, the flat faces gain the full \(g\) and the whole deficit sits at the edges and corners. It then depends on their initial radius, and a perfectly sharp edge, which has no area of its own, would gain nothing.

The assumption most easily broken is that the cube is free. If it rests flat on a support, the part of the ideal film below the bottom plane is missing: one of six slabs, four of twelve quarter cylinders and four of eight octants. That is \(500.0+785.4+261.8=1547\) nm³, or 26 % of the film, not counting film on the support beyond a distance \(t\) from the cube.

The value 5880 nm³ is therefore a sharp target for the code, but a prediction for a real particle only if the particle is free, sharp-edged and fully exposed to the gas, and if the film grows equally thick everywhere. The numerical output below lists the computed values.

## Table of computed values

```
Cube side 10.0 nm, film thickness 5.0 nm
Exact slabs on faces: 3000.0 nm^3
Exact quarter cylinders on edges: 2356.2 nm^3
Exact sphere octants on corners: 523.6 nm^3
Exact film volume: 5879.8 nm^3
Exact film plus cube: 6879.8 nm^3
Film volume by height quadrature: 5879.8 nm^3
Outer area of coated cube: 1856.6 nm^2
h = 0.5000 nm: exact shape measured as 5881.1 nm^3
h = 0.2500 nm: exact shape measured as 5880.1 nm^3
h = 0.1667 nm: exact shape measured as 5879.9 nm^3
Film with sharp edges, (a+2t)^3 - a^3: 7000.0 nm^3
Subtract-only code, box start, finest h: 7000.0 nm^3
Scheme order 1, h = 0.5000 nm, 30 steps: 5220.3 nm^3, error -659.5 nm^3 (-11.22 %)
Scheme order 1, h = 0.2500 nm, 60 steps: 5486.9 nm^3, error -392.9 nm^3 (-6.68 %)
Scheme order 1, h = 0.1667 nm, 90 steps: 5591.8 nm^3, error -287.9 nm^3 (-4.90 %)
Scheme order 1: observed order 0.75, first-order extrapolation 5801.7 nm^3
Scheme order 1: last mesh refinement shifts volume by 104.9 nm^3
Scheme order 2, h = 0.5000 nm, 30 steps: 5666.9 nm^3, error -212.9 nm^3 (-3.62 %)
Scheme order 2, h = 0.2500 nm, 60 steps: 5773.9 nm^3, error -105.9 nm^3 (-1.80 %)
Scheme order 2, h = 0.1667 nm, 90 steps: 5809.3 nm^3, error -70.5 nm^3 (-1.20 %)
Scheme order 2: observed order 1.01, first-order extrapolation 5880.2 nm^3
Scheme order 2: last mesh refinement shifts volume by 35.4 nm^3
Order 2, finest h, thickness at face: 5.0000 nm
Order 2, finest h, thickness at edge: 4.9482 nm
Order 2, finest h, thickness at corner: 4.9030 nm
Wrong gradient norm, h = 0.5000 nm: 6458.9 nm^3, face thickness 4.9999 nm
Wrong gradient norm, h = 0.2500 nm: 6719.7 nm^3, face thickness 5.0000 nm
Wrong gradient norm, extrapolated: 6980.6 nm^3
Growth per cycle 0.10 nm, cycles: 50
One cycle too many adds 187.2 nm^3 (3.18 %)
Cube edges rounded to 1.0 nm: film 5459.5 nm^3 (-7.15 %)
Fixed volume per area and cycle: film 5817.1 nm^3 (-1.07 %)
```
